\section*{Minimum Specific Resistance of a Graded Unipolar Drift Region}

\section{Result and model}

A one-dimensional unipolar drift region that blocks a voltage $V$ with a field nowhere above $F_c$ has a specific resistance (resistance times area)
\begin{equation}
R\ \ge\ R_{\min}=\frac{3V^2}{\varepsilon\mu F_c^3},
\label{bound}
\end{equation}
where $\varepsilon$ is the permittivity and $\mu$ the mobility. The donor density that reaches this value rises from the junction towards the contact as
\begin{equation}
N(x)=\frac{N_0}{\sqrt{1-x/W}},\qquad
W=\frac{3V}{2F_c},\qquad N_0=\frac{\varepsilon F_c^2}{3V}.
\label{profile}
\end{equation}

The algebra uses atomic units, in which the elementary charge is one and $\varepsilon=\varepsilon_r/4\pi$. The junction is at $x=0$ and a heavily doped contact begins at $x=W$. The donors, of density $N(x)\ge0$, are fully ionized, and there are no acceptors in the region. In the blocking state the region is depleted. The field magnitude $F$ then falls away from the junction:
\begin{equation}
F'=-\frac{N}{\varepsilon},\qquad V=\int_0^W F\,dx,\qquad F_c\ge F\ge0 .
\label{poisson}
\end{equation}
Here $V$ is the total voltage across the region, including any built-in part. A field remaining at $x=W$ ends on charge in the contact, whose own voltage and resistance are neglected.

In the conducting state the electron density equals $N$ throughout, and $\mu$ is constant. A slice $dx$ has resistance times area $dx/(\mu N)$. Poisson's equation gives $N=-\varepsilon F'$, so
\begin{equation}
\varepsilon\mu R=\varepsilon\int_0^W\frac{dx}{N}=\int_0^W\frac{dx}{-F'} .
\label{resistance}
\end{equation}
An undoped layer of finite thickness makes $R$ infinite in this model and can be set aside. The design conflict is now visible: donors lower the resistance, but each donor also uses up field, and the total fall of the field cannot exceed $F_c$.

\section{First derivation: one inequality for the whole profile}

Write the integrand of the voltage as a product,
\begin{equation}
V=\int_0^W \left(F\sqrt{-F'}\right)\frac{1}{\sqrt{-F'}}\,dx .
\end{equation}
The Cauchy--Schwarz inequality states that the square of the integral of a product is at most the product of the integrals of the squares. Hence
\begin{equation}
V^2\le\int_0^W F^2(-F')\,dx\ \int_0^W\frac{dx}{-F'} .
\label{cs}
\end{equation}
The second factor is $\varepsilon\mu R$ by \eqref{resistance}. The first can be integrated, because $F^2F'=(F^3)'/3$:
\begin{equation}
\int_0^W F^2(-F')\,dx=\frac{F(0)^3-F(W)^3}{3}\le\frac{F_c^3}{3}.
\label{range}
\end{equation}
Therefore $V^2\le(F_c^3/3)\,\varepsilon\mu R$, which is \eqref{bound}. A thin sheet of donors inside the region does not evade the bound. It makes $F$ jump downward, and the part of $F^3$ lost in the jump is missing from the left side of \eqref{range}.

Equality in \eqref{cs} requires the two factors of the product to be proportional, so that $-FF'=c$ with a constant $c$. Equality in \eqref{range} requires $F(0)=F_c$ and $F(W)=0$. Since $FF'=(F^2)'/2$,
\begin{equation}
F^2=F_c^2-2cx,\qquad W=\frac{F_c^2}{2c},\qquad
F=F_c\sqrt{1-x/W}.
\label{field}
\end{equation}
The voltage fixes $W$:
\begin{equation}
V=F_cW\int_0^1\sqrt{1-u}\,du=\frac23F_cW
\quad\Rightarrow\quad W=\frac{3V}{2F_c},\qquad
c=\frac{F_c^2}{2W}=\frac{F_c^3}{3V}.
\end{equation}
The doping is $N=-\varepsilon F'=\varepsilon c/F$. At the junction this is $N_0=\varepsilon c/F_c=\varepsilon F_c^2/(3V)$, and \eqref{profile} follows. Direct integration of the resistance gives
\begin{equation}
R=\frac{W}{\mu N_0}\int_0^1\sqrt{1-u}\,du
=\frac{2W}{3\mu N_0}
=\frac{V}{F_c}\,\frac{3V}{\varepsilon\mu F_c^2}
=\frac{3V^2}{\varepsilon\mu F_c^3}.
\end{equation}

The physical content is in $N\propto1/F$. A thickness $dx$ placed where the field is high contributes much voltage, so it pays to keep the doping low there and let the high field persist. Near the contact a given thickness holds little voltage, and its resistance is better reduced by heavy doping.

\subsection{A finite doping limit}

The optimum density diverges at $x=W$, although its integral is finite. With bounded doping the minimum is therefore approached but not reached. To bound the cost from above with a simple design, follow $N=\varepsilon c/F$ until $F=tF_c$, with $0<t<1$, and then keep the density constant until the field vanishes. The cap is $1/t$ times the junction density.

In the graded part $dx=-F\,dF/c$. Its contributions to $V$ and to $\varepsilon\mu R$ are
\begin{equation}
\int_{tF_c}^{F_c}\frac{F^2}{c}\,dF=\frac{F_c^3(1-t^3)}{3c},
\qquad
\int_{tF_c}^{F_c}\frac{F^2}{c^2}\,dF=\frac{F_c^3(1-t^3)}{3c^2}.
\end{equation}
In the capped part the slope is $-F'=c/(tF_c)$, so the thickness is $t^2F_c^2/c$. The mean field $tF_c/2$ gives the voltage $t^3F_c^3/(2c)$, and thickness divided by slope gives $t^3F_c^3/c^2$ for $\varepsilon\mu R$. Adding the parts,
\begin{equation}
V=\frac{F_c^3}{3c}\left(1+\frac{t^3}{2}\right),\quad
\varepsilon\mu R=\frac{F_c^3}{3c^2}(1+2t^3),\quad
\frac{R}{R_{\min}}=\frac{1+2t^3}{(1+t^3/2)^2}.
\label{cap}
\end{equation}
For small $t$ the ratio is $1+t^3$ to leading order. The divergence is thus harmless: the region it affects carries little voltage and little resistance.

\section{Second derivation: uniform layers}

Now let the region consist of $k$ uniformly doped layers. Number them $j=1,\dots,k$ from the contact towards the junction. Layer $j$ has thickness $w_j$, field drop $\Delta_j$ and mean field $f_j$. Its density is $\varepsilon\Delta_j/w_j$, so
\begin{equation}
V=\sum_j f_jw_j,\qquad
\varepsilon\mu R=\sum_j\frac{w_j^2}{\Delta_j}.
\end{equation}

First hold the field drops fixed and choose the thicknesses. With $G=\sum_jf_j^2\Delta_j$ and $\lambda=V/G$,
\begin{equation}
0\le\sum_j\frac{(w_j-\lambda f_j\Delta_j)^2}{\Delta_j}
=\varepsilon\mu R-2\lambda V+\lambda^2G
=\varepsilon\mu R-\frac{V^2}{G}.
\label{square}
\end{equation}
The least value is $\varepsilon\mu R=V^2/G$, reached at $w_j=\lambda f_j\Delta_j$.

Next choose the drops to make $G$ as large as possible. The fields at the two faces of a layer are $f_j\pm\Delta_j/2$, and the difference of their cubes is $3f_j^2\Delta_j+\Delta_j^3/4$. Dividing by three and summing over the layers, with peak field $F_c$ and residual field $\ell$ at the contact,
\begin{equation}
G=\frac{F_c^3}{3}-\left(\frac{\ell^3}{3}+\sum_j\frac{\Delta_j^3}{12}\right),
\qquad \ell+\sum_j\Delta_j=F_c .
\end{equation}
A lower peak field would only scale down the largest attainable $G$, so the full $F_c$ is used. The bracket is convex for nonnegative arguments, and its stationary point under the linear constraint is its minimum. Equal derivatives require $\ell^2=\Delta_j^2/4$, that is $\Delta_j=2\ell$. The constraint then gives $\ell=F_c/(2k+1)$, and the bracket becomes
\begin{equation}
\frac{\ell^3}{3}+k\,\frac{8\ell^3}{12}
=\frac{(2k+1)\ell^3}{3}=\frac{F_c^3}{3(2k+1)^2}.
\end{equation}
The best resistance with $k$ layers is therefore
\begin{equation}
R_k=\frac{C_kV^2}{\varepsilon\mu F_c^3},\qquad
C_k=\frac{3}{1-(2k+1)^{-2}}>3 .
\label{ck}
\end{equation}

It remains to pass to an arbitrary profile. Cut it into $m$ cells of thickness $h=W/m$ and replace $N$ in each cell by its average $\bar N$. From $(N-\bar N)^2\ge0$, division by $N\bar N^2$ gives
\begin{equation}
\frac1N\ge\frac{2}{\bar N}-\frac{N}{\bar N^2}
\quad\Rightarrow\quad
\int_{\rm cell}\frac{dx}{N}\ge\frac{2h}{\bar N}-\frac{h\bar N}{\bar N^2}
=\frac{h}{\bar N}.
\label{average}
\end{equation}
Averaging does not raise the resistance. It also leaves the field at every cell edge unchanged. Inside a cell the old and new fields both lie between the same edge values, so they differ by at most the drop across that cell. The new voltage $V_m$ thus obeys $|V_m-V|\le hF_c=WF_c/m$. The averaged profile has $m$ layers and satisfies \eqref{ck}, hence $R\ge3V_m^2/(\varepsilon\mu F_c^3)$. Letting $m\to\infty$ gives \eqref{bound}. Since $C_k\to3$, no larger lower bound is possible.

\subsection{What the layers look like}

The mean fields are $f_j=2j\ell$. The thickness $\lambda f_j\Delta_j$ is therefore proportional to $j$, and the density $\varepsilon\Delta_j/w_j=\varepsilon/(\lambda f_j)$ to $1/j$. The layer at the junction is the thickest and the most lightly doped. The total thickness is
\begin{equation}
\sum_jw_j=4\lambda\ell^2\,\frac{k(k+1)}{2}=\frac{3V}{2F_c},
\end{equation}
because $\lambda=V/G$ with $G=4k(k+1)F_c^3/[3(2k+1)^2]$. It is the same for every $k$ and equals the thickness of the continuous optimum.

One layer gives $C_1=27/8=3.375$, two give $25/8=3.125$ and three give $49/16=3.0625$. A single layer whose field is required to vanish at the contact has $f_1=F_c/2$ and $\Delta_1=F_c$, so $G=F_c^3/4$ and the coefficient is 4. At fixed $V$, $F_c$ and $\mu$, the step from this triangular field to the best single layer saves more than all later grading.

\section{What each derivation assumes}

Both derivations rest on the same physics: planar geometry, donors alone, constant mobility, and a peak-field limit that does not depend on the profile. They differ in what they ask of the mathematics and in what they return.

The first treats all admissible profiles at once. Its equality condition delivers the optimum profile and shows that it is unique, apart from changes on sets of zero thickness. It needs the divergent density to be admitted if the minimum is to be attained.

The second works with bounded densities and a finite number of variables. It gives the best design for each number of layers, which the first does not. For a general profile it needs the averaging step and a limit, and the limit alone does not establish uniqueness. The square in \eqref{square} plays the role that Cauchy--Schwarz plays in \eqref{cs}, so the two routes share a convexity argument while organizing it differently.

If the mobility falls with doping but never exceeds $\mu$, or if some donors are not ionized, each slice has at least the resistance $dx/(\mu N)$. The bound \eqref{bound} then survives, but \eqref{profile} need not be the best profile. Setting the electron density equal to $N$ requires a Debye length small against $W$; at the junction of the optimum profile their ratio is $\sqrt{4k_BT/(3V)}$, about 0.005 for 1500 V at 300 K. Electrons spilling over from the contact and from the heavily doped end take the graded design slightly below the bound. With a contact doped to $10^{19}$ cm$^{-3}$ and the material values used below, the shortfall is 0.02\% at 1500 V and about 0.7\% at 15 V. Acceptor columns beside the donors invalidate the one-dimensional form of \eqref{poisson}, and the bound does not apply to them.

\section{A kilovolt-class example}

Take $V=1500$ V, $F_c=2.5$ MV/cm, $\mu=900$ cm$^2$/Vs and $\varepsilon_r=9.7$. In engineering units $\varepsilon=\varepsilon_r\varepsilon_0$, and the charge $q$ multiplies $N$ in both Poisson's equation and the conductivity. It cancels from \eqref{bound} and appears in $N_0=\varepsilon F_c^2/(3qV)$. Then
\begin{align}
W&=\frac{3(1500\ \mathrm V)}{2(2.5\ \mathrm{MV/cm})}=9.0\ \mu\mathrm m
=90\,000\ \text{\AA},\\
N_0&=\frac{9.7\,\varepsilon_0(2.5\ \mathrm{MV/cm})^2}{3q(1500\ \mathrm V)}
=7.4\times10^{15}\ \mathrm{cm^{-3}},\\
R_{\min}&=\frac{3(1500\ \mathrm V)^2}
{9.7\,\varepsilon_0(900\ \mathrm{cm^2/Vs})(2.5\ \mathrm{MV/cm})^3}
=0.559\ \mathrm{m\Omega\,cm^2}.
\end{align}
The last value is $4.86\times10^9$ atomic units. At $x=0.75W$ the density has doubled. A cap of $10^{17}$ cm$^{-3}$ corresponds to $t=0.0745$ and need not raise $R$ by more than 0.04\% of the minimum.

The two-layer design has 6.0 $\mu$m at $8.9\times10^{15}$ cm$^{-3}$ next to the junction and 3.0 $\mu$m at $1.8\times10^{16}$ cm$^{-3}$ next to the contact. The residual field is 0.5 MV/cm and the resistance 0.582 m$\Omega$\,cm$^2$.

\subsection{Equal avalanche instead of equal peak field}

Avalanche depends on the path spent at high field as well as on the peak. As a comparison, take one effective ionization coefficient for both carriers, $\alpha=a\exp(-b/F)$, with rough values $a=3\times10^6$ cm$^{-1}$ and $b=17$ MV/cm. Breakdown is then $\int\alpha\,dx=1$. At 2.5 MV/cm, numerical quadrature gives 0.63 for the graded profile, 0.58 for two layers, 0.52 for one and 0.47 for the triangular field. Most of each integral comes from fields near the peak, so the order follows that of the path per unit field at the junction, $-dx/dF$, which is $3$, $5/2$, $9/4$ and $2$ times $V/F_c^2$ respectively.

Now hold $V$ at 1500 V and raise the peak field of each design, rescaling its profile, until the integral is one:
\begin{center}
\begin{tabular}{lcc}
Profile & Peak field (MV/cm) & $R$ (m$\Omega$\,cm$^2$)\\
graded & 2.69 & 0.449\\
two layers & 2.72 & 0.450\\
one layer & 2.77 & 0.461\\
triangular & 2.83 & 0.515
\end{tabular}
\end{center}
At equal peak field the single layer has 12.5\% more resistance than the graded profile; at equal ionization integral it has about 3\% more. These shapes were optimized for fixed peak field, so the table does not give the minimum under the avalanche condition. Its digits also depend on the coefficients. In 4H silicon carbide holes ionize far more readily than electrons, and one coefficient for both is only a stand-in. Rough two-carrier laws, $\alpha_n=1.43\times10^5\exp[-(4.93/F)^{2.37}]$ and $\alpha_p=3.12\times10^6\exp[-(11.8/F)^{1.02}]$ cm$^{-1}$ with $F$ in MV/cm, lower the four peak fields to 2.47, 2.51, 2.54 and 2.59 MV/cm. The graded design then breaks down just below the 2.5 MV/cm of this example, and two layers come out 0.2\% better than the graded profile. Over several coefficient sets the excess of the single layer lies between 2 and 5\%, and the graded and two-layer designs differ by less than 1\%, in either order.

\subsection{Comparison with a real drift region}

The parameters lie in the rough range of 4H silicon carbide devices of the kilovolt class, whose drift layers are of order 10 $\mu$m thick and doped near $10^{16}$ cm$^{-3}$. The largest correction estimated here comes from the temperature dependence of the mobility. If $\mu$ falls as $T^{-2.4}$, a rough law, heating from 300 to 450 K multiplies $R$ by 2.6. With the doping profile held fixed, a mobility $\mu/[1+(N/N_r)^{0.6}]$ with $N_r=2\times10^{17}$ cm$^{-3}$ raises $R$ by 17\% if 900 cm$^2$/Vs is the low-doping limit. If that limit is 1020 cm$^2$/Vs, the mobility at the junction density is close to 900 and $R$ exceeds the value above by only 3.5\%. In an anisotropic crystal $\mu$ must be the mobility along the current; if that is lower than the value used by a factor 1.2, $R$ is higher by the same factor, and if it is higher, $R$ is lower. Likewise $\varepsilon$ must be taken along the field; $\varepsilon_r=10.0$ to 10.3 in place of 9.7 lowers $R$ by 3 to 6\%. A complete device also has channel, substrate and contact resistance, and its edges need field margin.

Other corrections are smaller or of a different kind. For donors 0.07 eV deep, with three valleys of mass 0.4 electron masses, incomplete ionization at 300 K adds 1.7\%. Deeper levels add more: with half the donors at 0.061 eV and half at 0.126 eV, roughly the case of nitrogen on the two lattice sites of 4H silicon carbide, the addition is 7\%. The junction density is $4\times10^{-4}$ of the effective band density, so carriers there are far from degenerate. A built-in voltage of 2.7 V depletes 0.62 $\mu$m at zero bias, a layer that holds 10\% of the ideal resistance; how much of it conducts depends on the device and its forward bias.

For the same mass, the semiclassical tunnelling exponent of a triangular barrier at the peak field is 99 for a 3.2 eV gap but 23 for a 1.2 eV Schottky barrier. The first makes tunnelling across the gap negligible in this estimate. The second calls for a separate leakage calculation before a Schottky contact is used at this field.

At 500 A/cm$^2$ the ideal region drops 0.28 V and dissipates 140 W/cm$^2$. Leaving aside the built-in field of the graded doping, which diffusion balances, the largest field driving the current is 466 V/cm, at the junction. The drift speed there is 2\% of a rough saturation speed of $2\times10^7$ cm/s, which supports the use of a field-independent mobility in the conducting state.
